# Knudsen Diffusion in a Circular Tube with Partly Specular Walls: a numerical check

```python
"""
Result under test: in a long circular tube of radius R, with a fraction alpha
of wall collisions diffuse and the rest specular, the free molecular
diffusivity is D = (2/3) R vbar (2 - alpha)/alpha.
vbar = sqrt(8 kT/(pi m)) is the mean thermal speed.
Simulations use reduced units: R = 1 and sqrt(kT/m) = 1.
A flight is the straight path between two successive wall collisions.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad

rng = np.random.default_rng(12345)
VBAR = np.sqrt(8 / np.pi)          # mean speed in reduced units
FLIGHT_TIME = 2 / VBAR             # predicted mean flight time, reduced


def factor(alpha):
    return (2 - alpha) / alpha


def fly(x, y, vx, vy):
    """Time to the wall and the point of impact in the cross-section."""
    a = vx * vx + vy * vy
    b = x * vx + y * vy
    c = x * x + y * y - 1
    t = (-b + np.sqrt(np.maximum(b * b - a * c, 0))) / a
    xn, yn = x + vx * t, y + vy * t
    r = np.sqrt(xn * xn + yn * yn)
    return t, xn / r, yn / r


def scatter(x, y, vx, vy, vz, alpha):
    """Diffuse thermal emission with probability alpha, else mirror."""
    n = x.size
    diffuse = rng.random(n) < alpha
    vr = vx * x + vy * y
    normal = np.sqrt(2 * rng.standard_exponential(n))
    tangent = rng.standard_normal(n)
    wx = np.where(diffuse, -normal * x - tangent * y, vx - 2 * vr * x)
    wy = np.where(diffuse, -normal * y + tangent * x, vy - 2 * vr * y)
    wz = np.where(diffuse, rng.standard_normal(n), vz)
    return wx, wy, wz, diffuse


def disc(n):
    r, phi = np.sqrt(rng.random(n)), 2 * np.pi * rng.random(n)
    return r * np.cos(phi), r * np.sin(phi)


def spreading(alpha, dwell=0.0, n=25000):
    """Diffusivity from the growth of the mean square displacement."""
    t1 = 80 / alpha
    t2 = 2 * t1
    x, y = disc(n)
    vx, vy, vz = rng.standard_normal((3, n))
    clock, z = np.zeros(n), np.zeros(n)
    z1, z2 = np.zeros(n), np.zeros(n)
    while clock.min() < t2:
        t, x, y = fly(x, y, vx, vy)
        z1 += vz * np.clip(t1 - clock, 0, t)
        z2 += vz * np.clip(t2 - clock, 0, t)
        clock += t
        vx, vy, vz, diffuse = scatter(x, y, vx, vy, vz, alpha)
        clock += dwell * diffuse
    return (np.mean(z2**2) - np.mean(z1**2)) / (2 * (t2 - t1))


def transmission(length, alpha, n, reaction=0.0):
    """Transmitted fraction without and with loss at wall collisions."""
    x, y = disc(n)
    vx, vy = rng.standard_normal((2, n))
    vz = np.sqrt(2 * rng.standard_exponential(n))
    z, hits = np.zeros(n), np.zeros(n)
    passed, survived = 0, 0.0
    while x.size:
        t, x, y = fly(x, y, vx, vy)
        z = z + vz * t
        out = z > length
        passed += np.count_nonzero(out)
        survived += np.sum((1 - reaction) ** hits[out])
        keep = (z >= 0) & ~out
        x, y, z = x[keep], y[keep], z[keep]
        vx, vy, vz = vx[keep], vy[keep], vz[keep]
        hits = hits[keep] + 1
        vx, vy, vz, _ = scatter(x, y, vx, vy, vz, alpha)
    return passed / n, survived / n


# Cosine-law averages over the hemisphere above a wall point.
# The cubic grading of the nodes tames the directions close to the axis.
nodes, weights = np.polynomial.legendre.leggauss(240)
u, w = (nodes + 1) / 2, weights / 2
angle, w_angle = np.pi / 2 * u**3, np.pi / 2 * 3 * u**2 * w
elev, azim = np.meshgrid(angle, angle, indexing="ij")
measure = 4 / np.pi * np.outer(w_angle, w_angle) * np.sin(elev) * np.cos(elev)
u_n, u_z = np.sin(elev), np.cos(elev) * np.cos(azim)
u_t = np.cos(elev) * np.sin(azim)
path = 2 * u_n / (u_n**2 + u_t**2)
norm = np.sum(measure)
mean_path = np.sum(measure * path)
mean_s2 = np.sum(measure * (path * u_z) ** 2)
assert abs(norm - 1) < 1e-8
assert abs(mean_path - 2) < 1e-4
assert abs(mean_s2 - 8 / 3) < 1e-4

# Flux-weighted mean of 1/v against the volume mean speed, by quadrature.
inv_speed = (quad(lambda v: v**2 * np.exp(-v * v / 2), 0, np.inf)[0]
             / quad(lambda v: v**3 * np.exp(-v * v / 2), 0, np.inf)[0])
assert abs(inv_speed * VBAR - 1) < 1e-8

# Moments of the number of flights between diffuse events, explicit sums.
count = np.arange(1, 2001)
for a in (0.1, 0.5, 0.8):
    prob = a * (1 - a) ** (count - 1)
    assert abs(np.sum(prob * count) - 1 / a) < 1e-9
    assert abs(np.sum(prob * count**2) - (2 - a) / a**2) < 1e-8

# Specular flights in a circle repeat the same axial step and duration.
x, y = disc(1000)
vx, vy, vz = rng.standard_normal((3, 1000))
_, x, y = fly(x, y, vx, vy)
times = []
axial_steps = []
for _ in range(20):
    vx, vy, vz, _ = scatter(x, y, vx, vy, vz, 0.0)
    t, x, y = fly(x, y, vx, vy)
    times.append(t)
    axial_steps.append(vz * t)
chord_spread = np.max(np.abs(np.array(times) / times[0] - 1))
step_spread = np.max(np.abs(np.array(axial_steps) / axial_steps[0] - 1))
assert chord_spread < 1e-6 and step_spread < 1e-6

# Square duct: transverse path up to a geometric number of wall crossings.
# Mirror images turn the specular path into a straight line on a lattice.
a_sq, n_sq = 0.5, 200000
p = np.abs(rng.uniform(-1, 1, n_sq))
q = np.sqrt(1 - p * p)
next_x, next_y = rng.random(n_sq) / p, 1 / q
flights = rng.geometric(a_sq, n_sq)
total = np.zeros(n_sq)
for k in range(1, flights.max() + 1):
    here = np.minimum(next_x, next_y)
    if k == 1:
        first = here.copy()
    total = np.where(flights == k, here, total)
    hit_x = next_x <= next_y
    next_x = np.where(hit_x, next_x + 1 / p, next_x)
    next_y = np.where(hit_x, next_y, next_y + 1 / q)
square_factor = a_sq * np.mean(total**2) / np.mean(first**2)
assert 1 < square_factor < 0.97 * factor(a_sq)

# Example parameters: round values, precursor vapour in a narrow deep hole.
alpha, mass_u, temp = 0.8, 72.0, 500.0
diameter_nm, depth_nm, pressure_torr = 100.0, 5000.0, 1.0
molecule_nm, reaction = 0.6, 1e-3
bind_ev, attempt_s = 0.3, 1e-13

bohr = const.value("Bohr radius")
hartree = const.value("Hartree energy")
time_au = const.hbar / hartree
kt_au = const.k * temp / hartree
mass_au = mass_u * const.atomic_mass / const.m_e
radius_au = diameter_nm * 1e-9 / 2 / bohr
vbar_au = np.sqrt(8 * kt_au / (np.pi * mass_au))
vbar_si = vbar_au * bohr / time_au
to_cm2s = bohr**2 / time_au * 1e4
d_diffuse = 2 / 3 * radius_au * vbar_au * to_cm2s
d_mixed = d_diffuse * factor(alpha)
flight_s = diameter_nm * 1e-9 / vbar_si
kt_ev = const.k * temp / const.e
dwell_s = attempt_s * np.exp(bind_ev / kt_ev)
slowing = 1 + alpha * dwell_s / flight_s

# Spreading of thermal molecules; 8 percent covers about 1.6 percent
# sampling error (one standard deviation) and the finite observation time.
d_unit = 2 / 3 * VBAR
spread = {}
for a in (0.5, 0.8, 1.0):
    spread[a] = spreading(a) / d_unit
    assert abs(spread[a] / factor(a) - 1) < 0.08
spread_dwell = spreading(alpha, dwell_s / flight_s * FLIGHT_TIME) / d_unit
assert abs(spread_dwell * slowing / factor(alpha) - 1) < 0.08

# Finite tubes: the long-tube law must be approached with growing length.
length = depth_nm / (diameter_nm / 2)
w_long = 8 * factor(alpha) / (3 * length)
w_sim, w_react = transmission(length, alpha, 200000, reaction)
short = 20.0
w_short = transmission(short, alpha, 100000)[0]
ratio_long = w_sim / w_long
ratio_short = w_short / (8 * factor(alpha) / (3 * short))
assert ratio_short < ratio_long < 1.03
assert ratio_long > 0.85

free_path_nm = (const.k * temp / (np.sqrt(2) * np.pi * (molecule_nm * 1e-9)**2
                * pressure_torr * const.torr) * 1e9)
run_nm = diameter_nm / alpha

print("TESTS (tube radius R = 1)")
print(f"mean flight length / R, quadrature: {mean_path:.5f}")
print(f"mean square axial step / R^2, quadrature: {mean_s2:.5f}")
print(f"largest relative change of specular axial step: {step_spread:.1e}")
for a in spread:
    print(f"alpha {a:.1f}: factor formula {factor(a):.3f}, "
          f"simulated spreading {spread[a]:.3f}")
print(f"square duct, alpha {a_sq}: factor {square_factor:.3f}, "
      f"circular value {factor(a_sq):.3f}")
print("EXAMPLE INPUTS")
print(f"diffuse fraction alpha: {alpha}")
print(f"molecular mass: {mass_u:.0f} u")
print(f"temperature: {temp:.0f} K")
print(f"thermal energy kT: {kt_ev:.4f} eV")
print(f"hole diameter: {diameter_nm:.0f} nm")
print(f"hole depth: {depth_nm:.0f} nm")
print(f"gas pressure: {pressure_torr:.1f} Torr")
print("EXAMPLE RESULTS")
print(f"mean speed: {vbar_si:.1f} m/s")
print(f"mean flight time: {flight_s * 1e9:.4f} ns")
print(f"diffusivity, fully diffuse wall: {d_diffuse:.4f} cm2/s")
print(f"factor (2 - alpha)/alpha: {factor(alpha):.3f}")
print(f"diffusivity, mixed wall: {d_mixed:.4f} cm2/s")
for a in (0.7, 0.9):
    print(f"diffusivity if alpha were {a}: {d_diffuse * factor(a):.4f} cm2/s")
print(f"transmission, long-tube formula: {w_long:.4f}")
print("NEGLECTED EFFECTS")
print(f"transmission, finite tube simulated: {w_sim:.4f}")
print(f"simulated / long-tube formula, depth/R {length:.0f}: {ratio_long:.3f}")
print(f"simulated / long-tube formula, depth/R {short:.0f}: {ratio_short:.3f}")
print(f"molecular diameter assumed: {molecule_nm} nm")
print(f"mean free path in the gas: {free_path_nm:.0f} nm")
print(f"mean path between diffuse events: {run_nm:.0f} nm")
print(f"that path / mean free path: {100 * run_nm / free_path_nm:.2f} %")
print(f"loss of D from molecular size: {100*molecule_nm/diameter_nm:.2f} %")
print(f"reaction probability per collision assumed: {reaction}")
print(f"transmission with reaction, simulated: {w_react:.4f}")
print(f"binding energy assumed: {bind_ev} eV")
print(f"attempt time assumed: {attempt_s:.0e} s")
print(f"dwell time per diffuse collision: {dwell_s * 1e9:.4f} ns")
print(f"slowing of spreading by dwell, formula: {slowing:.3f}")
print(f"slowing by dwell, simulated: {spread[alpha] / spread_dwell:.3f}")
print("all assertions hold")
```

Running it gives:

```
TESTS (tube radius R = 1)
mean flight length / R, quadrature: 2.00000
mean square axial step / R^2, quadrature: 2.66667
largest relative change of specular axial step: 6.7e-14
alpha 0.5: factor formula 3.000, simulated spreading 2.946
alpha 0.8: factor formula 1.500, simulated spreading 1.494
alpha 1.0: factor formula 1.000, simulated spreading 0.980
square duct, alpha 0.5: factor 2.608, circular value 3.000
EXAMPLE INPUTS
diffuse fraction alpha: 0.8
molecular mass: 72 u
temperature: 500 K
thermal energy kT: 0.0431 eV
hole diameter: 100 nm
hole depth: 5000 nm
gas pressure: 1.0 Torr
EXAMPLE RESULTS
mean speed: 383.4 m/s
mean flight time: 0.2608 ns
diffusivity, fully diffuse wall: 0.1278 cm2/s
factor (2 - alpha)/alpha: 1.500
diffusivity, mixed wall: 0.1917 cm2/s
diffusivity if alpha were 0.7: 0.2374 cm2/s
diffusivity if alpha were 0.9: 0.1562 cm2/s
transmission, long-tube formula: 0.0400
NEGLECTED EFFECTS
transmission, finite tube simulated: 0.0363
simulated / long-tube formula, depth/R 100: 0.907
simulated / long-tube formula, depth/R 20: 0.747
molecular diameter assumed: 0.6 nm
mean free path in the gas: 32373 nm
mean path between diffuse events: 125 nm
that path / mean free path: 0.39 %
loss of D from molecular size: 0.60 %
reaction probability per collision assumed: 0.001
transmission with reaction, simulated: 0.0164
binding energy assumed: 0.3 eV
attempt time assumed: 1e-13 s
dwell time per diffuse collision: 0.1056 ns
slowing of spreading by dwell, formula: 1.324
slowing by dwell, simulated: 1.293
all assertions hold
```
